# From Four Bands to Two in the Bernal Bilayer

**Q.** A Bernal bilayer has four sites per cell. Before you discard two of them, which Hamiltonian are you starting from, and where does it come from?

**A.** Each layer is a honeycomb lattice with sublattices A and B, lattice constant $a$ and in-plane hopping $-\gamma_0$. In Bernal stacking, site B1 of layer 1 lies directly against site A2 of layer 2. This pair, the dimer, is coupled by $\gamma_1>0$. For now I omit all other interlayer hoppings, site-energy differences and any bias between the layers.

The A–B element within a layer is $-\gamma_0 f(\mathbf k)$, with $f=\sum_j e^{i\mathbf k\cdot\boldsymbol\delta_j}$ and bonds $(0,a/\sqrt3)$, $(\pm a/2,-a/2\sqrt3)$. At the corner $\mathbf K=(4\pi/3a,0)$ the three phases are $1,\omega,\omega^*$ with $\omega=e^{2\pi i/3}$, and they sum to zero. To first order in $\mathbf q=\mathbf k-\mathbf K$,

$$f=i\left[\frac a2(\omega-\omega^*)q_x+\left(\frac{a}{\sqrt3}-\frac{a}{2\sqrt3}(\omega+\omega^*)\right)q_y\right]=-\frac{\sqrt3a}{2}(q_x-iq_y),$$

because $\omega-\omega^*=i\sqrt3$ and $\omega+\omega^*=-1$. With $\mathbf p=\hbar\mathbf q$, $\pi=p_x+ip_y$ and $v=\sqrt3a\gamma_0/2\hbar$, the A–B element is $v\pi^\dagger$. In the order (A1, B1, A2, B2),

$$H_4=\begin{pmatrix}0&v\pi^\dagger&0&0\\v\pi&0&\gamma_1&0\\0&\gamma_1&0&v\pi^\dagger\\0&0&v\pi&0\end{pmatrix}.$$

At the opposite corner $\mathbf K'=-\mathbf K$, $\omega$ and $\omega^*$ trade places. The $q_x$ term of $f$ changes sign, so $\pi^\dagger\to-\pi$ and $\pi\to-\pi^\dagger$.

**Q.** Why should any two of these four bands be separate from the rest?

**A.** Solve the zero-field problem first. Write $\pi=pe^{i\varphi}$ and take the amplitudes as $(\alpha,\beta e^{i\varphi},\gamma e^{i\varphi},\delta e^{2i\varphi})$. The phases cancel from $H_4\psi=E\psi$:

$$E\alpha=vp\,\beta,\quad E\beta=vp\,\alpha+\gamma_1\gamma,\quad E\gamma=\gamma_1\beta+vp\,\delta,\quad E\delta=vp\,\gamma.$$

These equations are unchanged by reversing the chain, $\alpha\leftrightarrow\delta$, $\beta\leftrightarrow\gamma$. Solutions can therefore be chosen with $\delta=\sigma\alpha$, $\gamma=\sigma\beta$, $\sigma=\pm1$. What remains is $E\alpha=vp\beta$ and $E\beta=vp\alpha+\sigma\gamma_1\beta$. Multiplying the second by $E$ and using the first gives

$$E^2-\sigma\gamma_1E-v^2p^2=0,\qquad E=\frac{\sigma\gamma_1}2\pm\sqrt{\frac{\gamma_1^2}4+v^2p^2}.$$

At $p=0$ two bands sit at $\pm\gamma_1$ and two touch at zero. The low conduction band has $\sigma=-1$ and the upper sign. Expanding the root for $vp\ll\gamma_1$,

$$E=\frac{\gamma_1}{2}\left(\sqrt{1+\frac{4v^2p^2}{\gamma_1^2}}-1\right)=\frac{v^2p^2}{\gamma_1}\left[1-\frac{v^2p^2}{\gamma_1^2}+\dots\right].$$

Matching the leading term to $p^2/2m$ gives

$$m=\frac{\gamma_1}{2v^2}.$$

Since $\beta/\alpha=E/vp\approx vp/\gamma_1$, the fraction of the state on the dimer is about $(vp/\gamma_1)^2$. The low bands therefore live mainly on A1 and B2.

**Q.** An energy does not determine a Hamiltonian. In a magnetic field $\pi$ and $\pi^\dagger$ do not commute, so I want the elimination done with operators.

**A.** Let A1, B1, A2, B2 now denote the component wavefunctions. The two dimer rows of $H_4\psi=E\psi$ are

$$\begin{pmatrix}E&-\gamma_1\\-\gamma_1&E\end{pmatrix}\begin{pmatrix}B_1\\A_2\end{pmatrix}=\begin{pmatrix}v\pi A_1\\v\pi^\dagger B_2\end{pmatrix}.$$

The matrix on the left contains numbers only, so its inverse raises no ordering question:

$$\begin{pmatrix}B_1\\A_2\end{pmatrix}=\frac{1}{E^2-\gamma_1^2}\begin{pmatrix}E&\gamma_1\\\gamma_1&E\end{pmatrix}\begin{pmatrix}v\pi A_1\\v\pi^\dagger B_2\end{pmatrix}.$$

Insert this in the other two rows, $EA_1=v\pi^\dagger B_1$ and $EB_2=v\pi A_2$:

$$EA_1=\frac{v^2}{E^2-\gamma_1^2}\left[E\,\pi^\dagger\pi A_1+\gamma_1(\pi^\dagger)^2B_2\right],$$
$$EB_2=\frac{v^2}{E^2-\gamma_1^2}\left[\gamma_1\pi^2A_1+E\,\pi\pi^\dagger B_2\right].$$

Nothing has been approximated yet. Now take $|E|\ll\gamma_1$ and replace the prefactor by $-v^2/\gamma_1^2$. Its relative error is $E^2/\gamma_1^2$, of order $(vp/\gamma_1)^4$. Moving the terms proportional to $E$ to the left gives $E\,S\psi=H_2\psi$ for $\psi=(A_1,B_2)$, with

$$H_2=-\frac{1}{2m}\begin{pmatrix}0&(\pi^\dagger)^2\\\pi^2&0\end{pmatrix},\qquad S=1+\frac{v^2}{\gamma_1^2}\begin{pmatrix}\pi^\dagger\pi&0\\0&\pi\pi^\dagger\end{pmatrix},$$

where $v^2/\gamma_1=1/2m$. To leading order $S=1$, and $H_2$ is the two-band Hamiltonian. The minus sign comes from $1/(E^2-\gamma_1^2)$. Physically, an electron goes from A1 to B2 by way of the dimer: one in-plane hop, the dimer bond, a second in-plane hop. Two factors of $\pi$ appear because there are two in-plane hops.

**Q.** You have dropped $S$. What does it represent, and how large is the damage?

**A.** It restores the norm carried by the dimer. At $E\to0$ the dimer amplitudes are $B_1=-v\pi^\dagger B_2/\gamma_1$ and $A_2=-v\pi A_1/\gamma_1$. Adding their squared norms to those of $A_1$ and $B_2$ gives $\langle\psi|S|\psi\rangle$. With $\chi=S^{1/2}\psi$, which has the ordinary norm, the equation becomes $E\chi=S^{-1/2}H_2S^{-1/2}\chi$. At zero field this multiplies the energy by $1/(1+v^2p^2/\gamma_1^2)$, which reproduces the bracket found from the bands to the order written there.

For numbers, take round model parameters $v=10^6$ m/s and $\gamma_1=0.4$ eV. The mass is $3.204\times10^{-32}$ kg, or 0.0352 electron masses. At $vp=40$ meV the two-band energy is $40^2/400=4.00$ meV, against 3.96 meV from four bands, with 1.0% of the weight on the dimer. At $vp=160$ meV the values are 64.0 and 56.1 meV, and the dimer weight is 11%. The parabola is then 14% too high relative to the four-band energy.

**Q.** You call this Hamiltonian chiral. What is the winding number, and is it a by-product of the approximation?

**A.** Chiral here means that $H$ connects A sites only to B sites. In $H_2$ the element from A1 to B2 is $-p^2e^{2i\varphi}/2m$. When $\mathbf p$ goes once around the origin its phase advances by $4\pi$, so the winding number is 2. The conduction state is $(1,-e^{2i\varphi})/\sqrt2$, in agreement with $\delta=-\alpha$ above.

The same count can be made before any reduction. In $H_4$ the block taking (A1, A2) to (B1, B2) is

$$Q=\begin{pmatrix}v\pi&\gamma_1\\0&v\pi\end{pmatrix},\qquad\det Q=v^2\pi^2.$$

Since $\det H_4=|\det Q|^2$, a zero-energy state exists where $\det Q$ vanishes, here at $p=0$. The phase of $\det Q$ winds twice on every circle around that point, however large $vp/\gamma_1$ is. The winding is thus exact within $H_4$, whereas the parabolic energy is not. At $\mathbf K'$ the determinant is $v^2(\pi^\dagger)^2$ and the winding is $-2$. The numerical check also finds $+2$ and $-2$ on small circles in the lattice model.

**Q.** Winding two should mean a Berry phase of $2\pi$, which is no phase at all. What is left of the distinction?

**A.** The Berry phase alone does not retain it. With the amplitudes above, normalized,

$$i\int_0^{2\pi}\langle u|\partial_\varphi u\rangle\,d\varphi=-2\pi\left(|\beta|^2+|\gamma|^2+2|\delta|^2\right)=-2\pi,$$

because $|\gamma|=|\beta|$ and $|\delta|=|\alpha|$ make the bracket equal to the norm. This is zero modulo $2\pi$. A single layer, with conduction state $(1,e^{i\varphi})/\sqrt2$, gives $-\pi$ by the same integral, which is distinct from zero.

The integer 2 is meaningful because the Hamiltonian has no A–A or B–B elements. An energy difference between A1 and B2, such as a layer bias produces, adds a diagonal term to $H_2$. That term opens a gap at $p=0$, and the winding of $\det Q$ no longer characterizes the full Hamiltonian.

**Q.** Now switch on the field. Which of $\pi$ and $\pi^\dagger$ raises the oscillator index? The location of the zero modes depends on it.

**A.** Take $\mathbf B$ along $+z$ and electrons of charge $-e$, so $\boldsymbol\pi=\mathbf p+e\mathbf A$ and $\pi=\pi_x+i\pi_y$. Then

$$[\pi_x,\pi_y]=e[p_x,A_y]+e[A_x,p_y]=-i\hbar e(\partial_xA_y-\partial_yA_x)=-i\hbar eB,$$
$$[\pi^\dagger,\pi]=[\pi_x-i\pi_y,\pi_x+i\pi_y]=2i[\pi_x,\pi_y]=2\hbar eB.$$

Hence $a=\pi^\dagger/\sqrt{2\hbar eB}$ and $a^\dagger=\pi/\sqrt{2\hbar eB}$ satisfy $[a,a^\dagger]=1$. At $\mathbf K$, $\pi$ raises and $\pi^\dagger$ lowers. Reversing the field interchanges these roles.

With $\omega_c=eB/m$ the prefactor is $2\hbar eB/2m=\hbar\omega_c$, so

$$H_2=-\hbar\omega_c\begin{pmatrix}0&a^2\\(a^\dagger)^2&0\end{pmatrix}.$$

For $n\ge2$ the state $(c_1|n-2\rangle,c_2|n\rangle)$ closes under $H_2$, because $a^2|n\rangle=\sqrt{n(n-1)}\,|n-2\rangle$ and $(a^\dagger)^2|n-2\rangle=\sqrt{n(n-1)}\,|n\rangle$. The amplitudes obey

$$Ec_1=-\hbar\omega_c\sqrt{n(n-1)}\,c_2,\qquad Ec_2=-\hbar\omega_c\sqrt{n(n-1)}\,c_1,$$

and multiplying the two equations gives

$$E=\pm\hbar\omega_c\sqrt{n(n-1)},\qquad n\ge2.$$

These pairs use every oscillator state on A1 and all those on B2 except $|0\rangle$ and $|1\rangle$. The remaining two are annihilated by $a^2$ and have $E=0$. They are the cases $n=0$ and $n=1$ of the formula, with one state each per orbit centre instead of a $\pm$ pair.

**Q.** The zero-field band is $p^2/2m$. Why not quantize that and obtain $\hbar\omega_c(N+\tfrac12)$?

**A.** Because $H_2^2$ is not the square of the operator $(\pi_x^2+\pi_y^2)/2m$. On A1 it is $(\hbar\omega_c)^2a^2(a^\dagger)^2$, with eigenvalue $(\hbar\omega_c)^2(N+1)(N+2)$ on $|N\rangle$, and $N=n-2$. The difference comes from the commutator. Writing $n(n-1)=(n-\tfrac12)^2-\tfrac14$ shows that within $H_2$ the levels approach the half-integer values $\hbar\omega_c(n-\tfrac12)$, spaced by $\hbar\omega_c$, at large $n$. The largest departure is at the bottom, where two levels collapse to zero.

**Q.** Large $n$ is where your expansion in $vp/\gamma_1$ fails. Can you control that, and do the zero modes survive when the dimer is put back?

**A.** Both questions can be answered in $H_4$. Define $\varepsilon=v\sqrt{2\hbar eB}$, so $v\pi=\varepsilon a^\dagger$. The components $(c_1|n-2\rangle,c_2|n-1\rangle,c_3|n-1\rangle,c_4|n\rangle)$ close:

$$Ec_1=\varepsilon\sqrt{n-1}\,c_2,\qquad Ec_2=\varepsilon\sqrt{n-1}\,c_1+\gamma_1c_3,$$
$$Ec_3=\gamma_1c_2+\varepsilon\sqrt n\,c_4,\qquad Ec_4=\varepsilon\sqrt n\,c_3.$$

Multiply the equations for $c_2$ and $c_3$ by $E$ and eliminate $c_1$ and $c_4$:

$$[E^2-(n-1)\varepsilon^2]c_2=\gamma_1Ec_3,\qquad[E^2-n\varepsilon^2]c_3=\gamma_1Ec_2.$$

The product of these two relations is

$$E^4-E^2\left[\gamma_1^2+(2n-1)\varepsilon^2\right]+n(n-1)\varepsilon^4=0.$$

For the low root, $E^4$ is smaller than $\gamma_1^2E^2$ by a factor $E^2/\gamma_1^2$, which is of second order in $\varepsilon^2/\gamma_1^2$. Dropping it and expanding the square root,

$$|E|\approx\frac{\varepsilon^2}{\gamma_1}\sqrt{n(n-1)}\left[1-\frac{(2n-1)\varepsilon^2}{2\gamma_1^2}\right],\qquad\frac{\varepsilon^2}{\gamma_1}=\frac{2\hbar eBv^2}{\gamma_1}=\hbar\omega_c.$$

The two-band law therefore requires $(2n-1)\varepsilon^2\ll2\gamma_1^2$: a weak field and a low index.

For the zero modes, set $E=0$ in $H_4\psi=E\psi$. The B2 row gives $\pi A_2=0$, so $A_2=0$, because a raising operator annihilates no normalizable state. The B1 row then gives $\pi A_1=0$, so $A_1=0$. The A2 row gives $B_1=-v\pi^\dagger B_2/\gamma_1$, and the A1 row, $\pi^\dagger B_1=0$, requires $a^2B_2=0$. There are again two solutions, $B_2=|0\rangle$ and $B_2=|1\rangle$, so both zero levels are exact within $H_4$. The second carries $B_1=-(\varepsilon/\gamma_1)|0\rangle$, a dimer weight of $\varepsilon^2/(\gamma_1^2+\varepsilon^2)$. At $\mathbf K'$, where $\pi$ and $\pi^\dagger$ trade roles, the same argument puts the zero modes on A1, with the small admixture on A2.

**Q.** Put a field in.

**A.** At $B=2$ T, $\varepsilon=51.3$ meV, so $(\varepsilon/\gamma_1)^2=(51.3/400)^2=0.0165$ and $\hbar\omega_c=51.3^2/400=6.58$ meV. For $n=2$ the two-band level is $6.58\sqrt2=9.31$ meV. The deviations below are relative to the two-band value.

| $n$ | two-band (meV) | four-band (meV) | deviation | first-order estimate |
|---|---|---|---|---|
| 2 | 9.31 | 9.09 | −2.4% | −2.5% |
| 3 | 16.12 | 15.51 | −3.8% | −4.1% |
| 4 | 22.80 | 21.62 | −5.2% | −5.8% |
| 5 | 29.44 | 27.53 | −6.5% | −7.4% |

The four-band column comes from diagonalizing the full Hamiltonian in an oscillator basis, with the matrix elements of $\pi$ found by quadrature. The dimer weight of the $n=1$ zero mode is $0.0165/1.0165=1.6\%$.

**Q.** So the two-band model improves without limit as the energy goes to zero?

**A.** Within $H_4$, yes. A weaker hopping that $H_4$ omits can change this. Let a skew coupling connect A1 and B2 directly, with element $v_3\pi$ from B2 to A1 and $v_3\pi^\dagger$ back, $v_3>0$. Then

$$Q=\begin{pmatrix}v\pi&\gamma_1\\v_3\pi^\dagger&v\pi\end{pmatrix},\qquad\det Q=v^2\pi^2-\gamma_1v_3\pi^\dagger.$$

At small $p$ the second term dominates and the winding is $-1$; at large $p$ the first dominates and it is 2. The zeros are $p=0$ and the three points with $vp=\gamma_1v_3/v$, $e^{3i\varphi}=1$. The three are equivalent under rotation by $120^\circ$, so each carries $[2-(-1)]/3=1$. The double node has split, but its total winding is still 2.

In the two-band description the energy along $\varphi=0$, between the centre and an outer node, is $v_3p-p^2/2m$. Its maximum is at $p=mv_3$:

$$E_s=\frac{mv_3^2}{2}=\frac{\gamma_1v_3^2}{4v^2}.$$

This is a saddle point, since $\varphi=0$ minimizes the energy with respect to angle. For $v_3/v=0.1$ the outer nodes lie at $vp=40$ meV and $E_s=400\times0.01/4=1.00$ meV; the four-band value is 0.998 meV.

The skew element is smaller than the quadratic one by the ratio $2mv_3/p$, which equals $2\sqrt{E_s/E}$ at $E=p^2/2m$. This falls slowly with energy: at 9.3 meV it is still $2\sqrt{1.00/9.3}\approx0.66$. At fixed $p$ the two-band energy varies with direction by up to this fraction either way. The Landau levels respond differently. The skew element takes $|n\rangle$ on B2 to $|n+1\rangle$ on A1, which belongs to level $n+3$, so it shifts no level to first order. The levels in the table have $v_3=0$. Diagonalizing the four-band Hamiltonian at 2 T with $v_3/v=0.1$ lowers the $n=2$ level by a further 5.3%, more than the dimer correction does, and changes the levels $n=3$ to $5$ by less than 0.2%.

With $r=2mv_3/p$, the two-band element from A1 to B2 is $-(p^2/2m)e^{2i\varphi}(1-re^{-3i\varphi})$, so the zero-field energy is $(p^2/2m)\sqrt{1-2r\cos3\varphi+r^2}$. The skew correction is of first order in $r$ except where $\cos3\varphi=0$. Along $\varphi=0$ and for small $r$ it lowers the band, as the dimer correction does; along $\varphi=60^\circ$ it raises the band, and the two corrections oppose each other. Neglecting the skew coupling in all directions at once requires $2\sqrt{E_s/E}\ll1$, while the elimination of the dimer requires $E\ll\gamma_1$. $H_2$ alone describes the band well in every direction only where both conditions hold, and for these parameters there is no such window. Along $\varphi=0$, where the two corrections add, the four-band energy with $v_3/v=0.1$ is 7.7 meV where the parabola gives 16 meV, and 41.9 meV where it gives 64 meV. A wide window needs a smaller $v_3/v$, since $4E_s/\gamma_1=(v_3/v)^2$.

## Numbers as computed

```
velocity v = 1.00e+06 m/s
dimer coupling gamma1 = 0.400 eV
magnetic field B = 2.00 T
mass m = 3.2044e-32 kg
mass m / electron mass = 0.03518
zero field: v*p, two-band E, four-band E (meV), dimer weight
    20.0    1.0000    0.9975   0.00248
    40.0    4.0000    3.9608   0.00971
    80.0   16.0000   15.4066   0.03576
   160.0   64.0000   56.1250   0.10957
lattice winding at K = 2.000
lattice winding at K' = -2.000
bilayer Berry phase modulo 2 pi = 0.0000 rad
monolayer Berry phase, magnitude = 3.1416 rad
magnetic length = 18.141 nm
eps = 51.311 meV
(eps/gamma1)^2 = 0.01646
hbar*omega_c = 6.5821 meV
Landau: n, two-band E, four-band E (meV), deviation, first order (%)
  2    9.3085    9.0892   -2.356   -2.468
  3   16.1228   15.5087   -3.809   -4.114
  4   22.8011   21.6198   -5.181   -5.759
  5   29.4361   27.5289   -6.479   -7.405
summed weights of the two zero modes on A1, B1, A2, B2
  K   0.00000  0.01619  0.00000  1.98381
  K'  1.98381  0.00000  0.01619  0.00000
skew velocity ratio v3/v = 0.10
outer nodes at v*p = 40.00 meV
winding: centre -1.00, satellites 1.00 1.00 1.00, all 2.00
saddle energy, four-band = 0.9975 meV
saddle energy, leading formula = 1.0000 meV
```
